# Solving the Multiphase Bruggeman Equation by Guaranteed Bisection

Suppose a porous interlayer film has taken up one per cent of water by volume, and a process engineer must decide whether to bake it before sealing. At fixed geometry, in a region filled uniformly by the film, the line capacitance is proportional to the film's relative permittivity $k$. If a rise of 5% is allowed, the decision hangs on the difference between two computed values of $k$, one for the dry film and one for the wet film. Each is the root of a nonlinear equation with several roots, so the calculation must return the physical one, with a known error.

## The equation to be solved

The film contains $N$ phases with volume fractions $f_i>0$, $\sum_i f_i=1$, and real relative permittivities $k_i>0$. Phases with zero fraction are removed, and phases with equal permittivity are merged by adding their fractions. The fields are quasi-static, and the phases are linear and lossless. Bruggeman's symmetric approximation treats every phase alike: each grain is a sphere embedded in a uniform medium whose permittivity is the unknown $k$.

Take one sphere of radius $R$ in a far field $E_0$. The solutions of Laplace's equation with the required angular dependence are

$$\phi_{\rm in}=-E_i r\cos\theta,\qquad \phi_{\rm out}=\left(-E_0r+\frac{B_i}{r^2}\right)\cos\theta .$$

Continuity of the potential at $r=R$ gives $E_i=E_0-B_i/R^3$. The outer radial field is $-\partial_r\phi_{\rm out}=(E_0+2B_i/r^3)\cos\theta$, so continuity of the normal displacement gives

$$k_iE_i=k\left(E_0+\frac{2B_i}{R^3}\right)=k(3E_0-2E_i),$$

where the last step used $B_i/R^3=E_0-E_i$. Therefore

$$\frac{E_i}{E_0}=\frac{3k}{k_i+2k},\qquad \frac{B_i}{R^3E_0}=1-\frac{3k}{k_i+2k}=\frac{k_i-k}{k_i+2k}.$$

The coefficient $B_i$ measures the dipole field that the grain adds to its surroundings, and $B_i/R^3$ is proportional to that dipole per unit grain volume. If $k$ truly represents the mixture, replacing a piece of the medium by a grain should add no dipole on average. Weighting by volume gives

$$F(k)=\sum_i f_i\frac{k_i-k}{k_i+2k}=0. \tag{1}$$

Since each term equals $1-E_i/E_0$, a root satisfies $\langle E\rangle=\sum_i f_iE_i=E_0$. Averaging $k_iE_i=k(3E_0-2E_i)$ then gives $\langle D\rangle/\varepsilon_0=k(3E_0-2E_0)=kE_0$. The root is thus the ratio of mean displacement to mean field within this model.

## What goes wrong with the direct solution

The direct approach is to multiply (1) by all denominators:

$$P(k)=\sum_i f_i(k_i-k)\prod_{j\ne i}(k_j+2k)=0.$$

The highest power has coefficient $-2^{N-1}\sum_i f_i=-2^{N-1}$, so there are $N$ roots. For two phases this is harmless. Expanding,

$$f_1(k_1-k)(k_2+2k)+f_2(k_2-k)(k_1+2k)=k_1k_2+bk-2k^2,$$

where the terms linear in $k$ give

$$b=(2f_1-f_2)k_1+(2f_2-f_1)k_2=(3f_1-1)k_1+(3f_2-1)k_2 .$$

The last form uses $f_1+f_2=1$. Hence

$$k=\frac{b+\sqrt{b^2+8k_1k_2}}4. \tag{2}$$

The square root exceeds $|b|$ because $k_1k_2>0$, so the plus sign gives the positive root and the minus sign a negative one.

With more phases the unwanted roots multiply. Consider the film used below, with these rough parameters:

| phase | $f_i$ | $k_i$ |
|---|---:|---:|
| organosilicate skeleton | 0.69 | 3.0 |
| empty pores | 0.25 | 1.0 |
| porogen residue | 0.05 | 2.3 |
| water | 0.01 | 80 |

Its polynomial has the roots $-38.906$, $-1.172$, $-0.628$ and $2.409$. A solver that returns one root without a selection rule may return any of them.

Newton's method applied to $F$ can also leave the physical region. Let $m=\sum_i f_ik_i$. For $k$ much larger than every $k_i$, $F\approx-\tfrac12$ and $F'\approx-3m/(4k^2)$. The new iterate is

$$k-\frac{F}{F'}\approx k-\frac{2k^2}{3m},$$

which is negative for such a large starting value. For the film above a start at $k=6$ already fails: the first iterate is $-1.03$, and the iteration ends on the root $-0.628$. A start below the root, such as $k=1$, converges. A cure that also bounds the error is to find an interval that must contain the physical root, and never to leave it.

## Why one bracket is enough

Differentiate one term of (1) by the quotient rule:

$$\frac{d}{dk}\frac{k_i-k}{k_i+2k}
=\frac{-(k_i+2k)-2(k_i-k)}{(k_i+2k)^2}
=-\frac{3k_i}{(k_i+2k)^2}.$$

Thus

$$F'(k)=-3\sum_i\frac{f_ik_i}{(k_i+2k)^2}<0. \tag{3}$$

On $k>0$ no denominator vanishes, so $F$ is continuous and strictly decreasing there. It has at most one positive root.

Now suppose the $k_i$ are not all equal. At $k=k_{\min}$ every numerator $k_i-k$ is nonnegative and at least one is positive, so $F(k_{\min})>0$. At $k=k_{\max}$ every numerator is nonpositive and at least one is negative, so $F(k_{\max})<0$. By continuity a root lies strictly between these values, and by monotonicity it is the only positive root. If all phases are equal, every numerator vanishes at the common value, which is the answer without any search.

The same derivative locates the unwanted roots. Just to the right of a pole $k=-k_i/2$ the singular term tends to $+\infty$, and just to the left to $-\infty$, because its numerator there is $3k_i/2>0$. Between neighbouring poles $F$ falls from $+\infty$ to $-\infty$ and crosses zero once. For $N$ distinct permittivities this gives $N-1$ negative roots, which with the positive one account for the whole degree. In the example the poles are at $-40$, $-1.5$, $-1.15$ and $-0.5$, and one negative root lies in each gap.

Positivity of the permittivities is essential. For equal parts of $k_1=1$ and $k_2=-2$, $b=0.5-1=-0.5$ and $b^2+8k_1k_2=0.25-16=-15.75$. The roots are $-0.125\pm0.992i$, so there is no real root to bracket. Metals near a plasma resonance therefore need a different rule for choosing the root. With lossy phases the permittivities and the root are complex, so bisection on the real axis does not apply.

## The bisection and its error

The proof supplies the algorithm:

1. Set $a=k_{\min}$ and $c=k_{\max}$, and choose an absolute tolerance $t$.
2. While $c-a>2t$, evaluate $F$ at $q=(a+c)/2$.
3. If $F(q)>0$, the root lies to the right, so set $a=q$. Otherwise set $c=q$.
4. Return $(a+c)/2$.

The property $F(a)>0\ge F(c)$ survives every replacement, so the root stays in the interval. After $n$ halvings the width is $(k_{\max}-k_{\min})/2^n$, and the midpoint is at most half a width from the root:

$$|k_{\rm mid}-k|\le\frac{k_{\max}-k_{\min}}{2^{n+1}}. \tag{4}$$

The required $n$ is the smallest nonnegative integer not below $\log_2[(k_{\max}-k_{\min})/(2t)]$. This bound assumes that the sign of $F$ is computed correctly. The tolerance must therefore stay well above the rounding error in $k$.

For the film, the lower end gives

$$F(1)=0.69\,\frac{2}{5}+0+0.05\,\frac{1.3}{4.3}+0.01\,\frac{79}{82}=0.3008,$$

and the upper end gives $F(80)=-0.4726$. Some of the first halvings are:

| step | $a$ | $c$ | midpoint | $F$ |
|---:|---:|---:|---:|---:|
| 1 | 1.000 | 80.000 | 40.500 | −0.449 |
| 5 | 1.000 | 5.938 | 3.469 | −0.108 |
| 6 | 1.000 | 3.469 | 2.234 | +0.024 |
| 7 | 2.234 | 3.469 | 2.852 | −0.052 |
| 8 | 2.234 | 2.852 | 2.543 | −0.017 |

The first five midpoints lie above the root and only lower $c$. The sixth lies below it and raises $a$. For $t=10^{-6}$, $\log_2[79/(2\times10^{-6})]=25.2$, so 26 halvings are needed. The result differs from the positive polynomial root by $4.3\times10^{-7}$, within the tolerance. The wet film has $k=2.409$.

The same comparison was made with the tighter tolerance $t=10^{-12}$ for 200 random mixtures of two to six phases, with permittivities between 1 and 48. Every polynomial had one positive root, and the largest difference from bisection was $9.7\times10^{-13}$ in $k$.

## Is a narrower bracket worth having?

The water forces a wide starting interval although it fills one per cent of the film. Averages give a narrower one. Using

$$\frac{k_i-k}{k_i+2k}=-\frac12+\frac32\,\frac{k_i}{k_i+2k},$$

equation (1) becomes $\sum_i f_i\,k_i/(k_i+2k)=\tfrac13$. The function $x/(x+2k)$ is concave in $x>0$, so its average cannot exceed its value at the average $m$:

$$\frac13\le\frac{m}{m+2k}\quad\Rightarrow\quad m+2k\le3m\quad\Rightarrow\quad k\le m.$$

As a function of $y=1/x$ the same expression is $1/(1+2ky)$, which is convex. With $h=\sum_i f_i/k_i$,

$$\frac13\ge\frac1{1+2kh}\quad\Rightarrow\quad 1+2kh\ge3\quad\Rightarrow\quad k\ge\frac1h.$$

For the film, $1.993\le k\le3.235$. The width falls from 79 to 1.242, and $\log_2[1.242/(2\times10^{-6})]=19.2$ means 20 halvings instead of 26. The saving is real but small, so the extreme phase values remain a sensible default.

A second bracket also shows how much the choice of host matters. Embed the spheres in a host of prescribed permittivity $q$, so that $E_i=3qE_0/(k_i+2q)$. With $S_1=\sum_i f_i/(k_i+2q)$, the ratio of mean displacement to mean field is

$$G(q)=\frac{\sum_i f_ik_i/(k_i+2q)}{S_1}=\frac{1-2qS_1}{S_1}=\frac1{S_1}-2q,$$

because $k_i/(k_i+2q)=1-2q/(k_i+2q)$. Bruggeman's choice is the self-consistent one, $G(k)=k$. With $S_2=\sum_i f_i/(k_i+2q)^2$ we have $dS_1/dq=-2S_2$, and so

$$G'(q)=2\left(\frac{S_2}{S_1^2}-1\right)\ge0,$$

since a mean square is at least the square of the mean. Therefore $G(k_{\min})\le k\le G(k_{\max})$. The range is 2.232 to 2.345 for the dry film, but 2.290 to 2.982 for the wet one. The wide wet range comes from its upper end, where the water is taken to surround the other phases. With the skeleton as host the values are 2.345 dry and 2.437 wet, a rise of 3.9%.

## Reading the wet and dry results

For the dry film the water volume is returned to the empty pores, while the skeleton and residue fractions are held fixed. The root is then $k=2.323$, so the water raises $k$ by 3.7%. To first order the change is proportional to the difference between the water and pore terms in $F$, evaluated at the dry root:

$$\frac{80-2.323}{80+4.646}-\frac{1-2.323}{1+4.646}=0.918+0.234=1.152.$$

About one fifth of this driving term comes from removing air, and the rest from adding water.

The water term is already close to its limit of 1, so a still larger $k_i$ would change little. The two-phase formula shows this saturation. Rewrite (2), by multiplying numerator and denominator by $\sqrt{b^2+8k_1k_2}-b$, as

$$k=\frac{2k_1k_2}{\sqrt{b^2+8k_1k_2}-b}.$$

Let $k_2\to\infty$ at fixed $f_2<1/3$. Then $b\approx-(1-3f_2)k_2$, the denominator tends to $2(1-3f_2)k_2$, and $k\to k_1/(1-3f_2)$, which is finite. For $f_2>1/3$, $b$ is positive and (2) gives $k\approx(3f_2-1)k_2/2$, which grows without limit. The change at $f_2=1/3$ is the model's percolation threshold. One per cent of spherical water is far below it.

The response to any phase follows by differentiating $F(k,k_1,\ldots,k_N)=0$. Since

$$\frac{\partial F}{\partial k_i}=f_i\frac{(k_i+2k)-(k_i-k)}{(k_i+2k)^2}=\frac{3kf_i}{(k_i+2k)^2},$$

division by $-F'$ from (3) gives

$$\frac{\partial k}{\partial k_i}=\frac{f_ik/(k_i+2k)^2}{\sum_j f_jk_j/(k_j+2k)^2}>0. \tag{5}$$

Multiplying by $k_i$ and summing gives $\sum_i k_i\,\partial k/\partial k_i=k$, as it must when all permittivities are scaled together. For the wet film the derivative is 0.623 for the skeleton but $7.7\times10^{-5}$ for water. An error of 0.1 in the skeleton value moves $k$ by about 0.06. Lowering the water value from 80 to 55, roughly that of liquid water near 100 °C, lowers $k$ by 0.11%, with everything else held fixed.

## Where the real film departs from the model

The small response to water rests on its spherical shape. Suppose instead that the water coats every pore wall. Let the core have permittivity $k_c$, the shell $k_s$, and let $\varphi$ be the core's share of the coated volume. The field in the shell has a uniform part $A$ and a dipole part. By the sphere solution, the dipole coefficient divided by the core radius cubed is $A\beta$, with $\beta=(k_c-k_s)/(k_c+2k_s)$. At the outer surface the dipole part is reduced by $\varphi$. The potential there corresponds to a uniform field $A(1-\varphi\beta)$, and the normal displacement to $k_sA(1+2\varphi\beta)$. A homogeneous sphere has the same ratio of the two if its permittivity is

$$k_e=k_s\frac{1+2\varphi\beta}{1-\varphi\beta}.$$

Here $\varphi=0.25/0.26$ and $\beta=-79/161$, so $\varphi\beta=-0.4718$ and $k_e=80\times0.05638/1.4718=3.06$. With these particular numbers the coated pore happens to polarize much like the skeleton instead of like air. Putting it into (1) gives $k=2.98$, which is 24% above the result for water spheres and 28% above the dry film.

This is a limiting case, not a forecast. For an outer pore radius of 1 nm the film would be 0.013 nm thick, far less than the size of a water molecule, roughly 0.3 nm. One per cent of water cannot form such a continuous layer. The bulk permittivity of 80 is also an assumption here: water molecules held at a wall or in a nanometre pore turn less freely and can respond much more weakly. The calculation does show that, within the model, spreading the water over the pore walls changes $k$ far more than lowering its permittivity from 80 to 55 does for compact spheres. In the coated geometry the water value itself matters too, because $k_e$ depends on it strongly: with 55 in place of 80, $k_e$ falls from 3.06 to about 2.4 and the rise over the dry film from 28% to 21%. With a weakly responding wall layer of permittivity 10 the rise is only 4.2%, inside the allowance.

As far as rough typical values go, porous organosilicate films have a porosity of about a quarter, pores of a nanometre or two, and $k$ near 2.2 to 2.6, so the parameters and both Bruggeman results lie in the familiar regime. The water content is chosen to represent a film that has lost some of its water repellence; a sound film should hold less. Raising the porosity by 0.02 at the expense of the skeleton lowers $k$ by 2.0%, a shift comparable with the effect of the water. Processed lines also break the assumption of a uniform film, because plasma can leave denser sidewalls. Take a 20 nm gap with 2 nm of damaged material of $k=4$ on each side. With the field normal to the layers, the displacement is common and the voltages add, so

$$k_{\rm gap}=\frac{20}{16/2.409+4/4}=2.62,$$

which is 8.6% above the undamaged wet film.

For the baking decision, spherical water inclusions give a rise of 3.7%, inside the 5% allowance, whereas a wall film with the bulk permittivity of 80 gives 28%, far outside it. Bisection fixes the root to one part in a million, but it cannot decide between these structures. Unless the form and the permittivity of the water in the pores are known, the computed 3.7% is not sufficient ground for omitting the bake.

## Values computed for the example and the checks

```
All k values are relative permittivities (dimensionless)
skeleton: fraction 0.69, k 3.0
empty pores: fraction 0.25, k 1.0
porogen residue: fraction 0.05, k 2.3
water: fraction 0.01, k 80.0
random mixtures tested: 200
largest bisection-polynomial difference: 9.7e-13
roots for k = 1 and -2, equal parts: [-0.125+0.9922j -0.125-0.9922j]
bisection: step, low, high, midpoint, F(midpoint)
1 1.00000 80.00000 40.50000 -0.44894
2 1.00000 40.50000 20.75000 -0.40759
3 1.00000 20.75000 10.87500 -0.33910
4 1.00000 10.87500 5.93750 -0.23690
5 1.00000 5.93750 3.46875 -0.10783
6 1.00000 3.46875 2.23438 +0.02399
7 2.23438 3.46875 2.85156 -0.05173
8 2.23438 2.85156 2.54297 -0.01692
F at lowest phase k: +0.30075
F at highest phase k: -0.47256
tolerance in k: 1e-06; halvings: 26
actual error in k: 4.3e-07
wet film k: 2.408983
all polynomial roots: [-38.90645  -1.17175  -0.62829   2.40898]
poles -k_i/2: [-40.    -1.5   -1.15  -0.5 ]
harmonic mean k: 1.9926
arithmetic mean k: 3.2350
dry film k: 2.3230
rise from dry to wet: 3.70 %
skeleton: E_i/E_0 0.9244, dk/dk_i 6.233e-01
empty pores: E_i/E_0 1.2422, dk/dk_i 4.078e-01
porogen residue: E_i/E_0 1.0153, dk/dk_i 5.448e-02
water: E_i/E_0 0.0852, dk/dk_i 7.674e-05
largest relative field error, numerical: 9.1e-06
numerical mean field / E_0: 1.000000
numerical mean D / (eps_0 E_0): 2.408982
coated-sphere test disturbance / (E_0 radius): 2.1e-06
dry G(k_min), G(k_max): 2.2320, 2.3449
wet G(k_min), G(k_max): 2.2903, 2.9816
porosity +0.02: k 2.3606, change -2.01 %
water k 55: film k 2.4063, change -0.113 %
water-coated pore: equivalent k 3.0644
water as wall film: k 2.9787, change +23.65 %
pore radius 1.0 nm; film 0.0130 nm
gap 20 nm; damage 2 nm per side, k 4.0
damaged gap: k 2.6172, change +8.64 %
```
